Differential capacitance of a radiofrequency sheath with frozen ions

A planar electrode of area A lies at x = 0 and faces a plasma in x > 0. Between them is a sheath, a layer that the electrons have left. Three assumptions define the model.

1. The ion density n(x) does not change in time. The ions are "frozen" in this sense alone: they may stream toward the electrode, provided that their density stays steady.
2. There are no electrons in 0 < x < s. The plane x = s is the electron edge, and s is the instantaneous sheath thickness.
3. For x > s the plasma is neutral and its field is zero.

The ions carry charge +e, and all quantities depend on x alone. Let V be the plasma potential minus the electrode potential, and let Q be the magnitude of the negative charge on the electrode. Both are positive. When the applied voltage changes, the electron edge moves while the ion density stays as it is.

**(a) Find the field in the sheath and the electrode charge Q.**

The field E_x points toward the electrode, so it is negative. It is convenient to use F = −E_x, which is positive. Gauss's law, dE_x/dx = e n/ε₀, becomes

dF/dx = −e n(x)/ε₀.

Integrate from a point x to the edge s:

F(s) − F(x) = −(e/ε₀) ∫ₓˢ n(x′) dx′.

The field vanishes at the edge, F(s) = 0, and therefore

F(x) = (e/ε₀) ∫ₓˢ n(x′) dx′.

At the surface of a conductor the charge per area is ε₀ times the outward normal field, here ε₀E_x(0) = −ε₀F(0). The magnitude of the electrode charge is then

Q = ε₀A F(0) = eA ∫₀ˢ n(x) dx.

This equals the ion charge in the sheath, as it must, since no field lines leave through x = s.

**(b) Write the voltage V as a single integral over the ion density.**

From E_x = −dφ/dx it follows that dφ/dx = F, so that

V = φ(s) − φ(0) = ∫₀ˢ F(x) dx = (e/ε₀) ∫₀ˢ dx ∫ₓˢ n(x′) dx′.

The double integral covers the triangle 0 < x < x′ < s. Carry out the x integration first. For a given x′ it runs from 0 to x′ and gives a factor x′:

V = (e/ε₀) ∫₀ˢ x′ n(x′) dx′.

A thin ion layer at x′ and the charge it binds on the electrode form a pair of plates a distance x′ apart. The voltage is the sum over all such pairs.

**(c) The edge moves slightly. Find dQ/dV for a continuous profile with n(s) > 0, and explain why the result has the form it has.**

Since n(x) does not depend on time or on s, each integral depends on s through its upper limit alone:

dQ/ds = eA n(s),

dV/ds = (e/ε₀) s n(s).

Because n(s) is not zero, the quotient can be formed, and e n(s) cancels:

dQ/dV = eA n(s) / [(e/ε₀) s n(s)] = ε₀A/s.

This is the capacitance of two plates separated by the full sheath thickness, although the sheath is filled with space charge. When the edge retreats by ds, it uncovers the positive charge eA n(s) ds at x = s, and an equal negative charge arrives on the electrode. The ions in between were there before and contribute nothing to the change. The added field is therefore uniform, dF = dQ/(ε₀A), and over the distance s it adds the voltage dV = s dQ/(ε₀A).

The law is universal as a function of s, but not as a function of V. For a uniform density, V = e n s²/(2ε₀), so s grows as V^(1/2) and the capacitance falls as V^(−1/2). For a density proportional to x², V grows as s⁴ and the capacitance falls as V^(−1/4). The formula diverges as s → 0, but there the model itself fails: a sharp edge has no meaning once s is comparable with the Debye length, which sets the scale of the distance over which the electron density really falls off.

**(d) Remove the assumption of continuity. Which profiles are allowed?**

Let n be non-negative and integrable, and move the edge from s to s + h with h > 0. The changes are

ΔQ = eA ∫ n(x) dx and ε₀A ΔV = eA ∫ x n(x) dx,

both integrals running from s to s + h. In this layer s ≤ x ≤ s + h. Multiplying these inequalities by eA n(x) ≥ 0 and integrating gives

s ΔQ ≤ ε₀A ΔV ≤ (s + h) ΔQ.

Suppose that every interval, however short, contains ions, so that the integral of n over it is positive. Then ΔQ > 0, and division gives

s ≤ ε₀A ΔV/ΔQ ≤ s + h.

Moving the edge inward, from s to s − h, gives in the same way a ratio between s − h and s. Furthermore, Q is a continuous and strictly increasing function of s, so ΔQ → 0 means h → 0. Both bounds then close on s:

dV/dQ = s/(ε₀A), hence dQ/dV = ε₀A/s for s > 0.

Jumps of the density and isolated zeros are thus harmless, even when they lie at the edge.

An ion-free gap a < x < b is different. While the edge crosses it, neither Q nor V changes, so the voltage no longer fixes s. If there are ions directly on both sides, the inequalities give ε₀A/a for a small decrease of V and ε₀A/b for a small increase. The capacitance has a jump.

A numerical case shows this. A 5 mm sheath was divided into layers 0.01 mm thick with random densities, and the layers between 2 and 3 mm were emptied. Moving the edge through the last layer below the gap gave ε₀A ΔV/ΔQ = 1.995 mm, and through the first layer above it 3.005 mm. These are the midpoints of the two layers, as they should be, since the mean of x over a uniform layer is its midpoint.

**(e) Take A = 300 cm² and n(x) = n_w + n₁(x/L)², with n_w = 0.4×10⁹ cm⁻³, n₁ = 5×10⁹ cm⁻³ and L = 5 mm. Find Q, V and dQ/dV at s = 4 mm, and compare dQ/dV with Q/V.**

The number of ions per area in the sheath is

N = n_w s + n₁s³/(3L²) = (1.60 + 4.27)×10⁸ cm⁻² = 5.87×10⁸ cm⁻².

Hence Q = eAN = 28.2 nC, and the field at the electrode is F(0) = eN/ε₀ = 1.06 kV/cm. The integral in V is

∫₀ˢ x n dx = n_w s²/2 + n₁s⁴/(4L²) = (0.32 + 1.28)×10⁸ cm⁻¹ = 1.60×10⁸ cm⁻¹.

Dividing it by N gives the mean ion position, ⟨x⟩ = 2.73 mm. By the results of (a) and (b),

V = F(0)⟨x⟩ = 290 V.

The differential capacitance is ε₀A/s = 66.4 pF. The ratio of the totals is

Q/V = ε₀A/⟨x⟩ = 97.4 pF.

It is larger because the charge already in the sheath lies on average closer to the electrode than the edge, where new charge appears. For every allowed profile ⟨x⟩ < s, so Q/V exceeds dQ/dV.

Other edges of the same profile give:

s = 2 mm: V = 29.0 V, Q = 6.41 nC, ε₀A/s = 132.8 pF
s = 3 mm: V = 105.9 V, Q = 14.42 nC, ε₀A/s = 88.5 pF
s = 4 mm: V = 289.5 V, Q = 28.20 nC, ε₀A/s = 66.4 pF
s = 5 mm: V = 655.9 V, Q = 49.67 nC, ε₀A/s = 53.1 pF

The list can be checked by hand. From 3 to 4 mm, ΔQ = 13.78 nC and ΔV = 183.6 V, so ΔQ/ΔV ≈ 75 pF. This corresponds to a plate distance of 3.54 mm, between 3 and 4 mm as (d) requires. With the edge displaced by 0.1 % to either side, the quotient of the numerical differences agrees with ε₀A/s to all digits listed.

A uniform density of 3×10⁹ cm⁻³ with the same s = 4 mm has V = 434 V and Q = 57.7 nC. Both differ strongly from the values above, yet dQ/dV is again 66.4 pF.

**(f) The charge is driven as Q(t) = Q_m(1 − cos ωt)/2 at 13.56 MHz, and the edge of the profile in (e) sweeps between 0 and L. Find the displacement current at a quarter period. Is it d(CV)/dt with C = ε₀A/s?**

The displacement current through the sheath is I = ε₀A dF(0)/dt = dQ/dt, counted positive toward the electrode. By the chain rule,

I = (dQ/dV)(dV/dt) = (ε₀A/s) dV/dt.

With Q_m = 49.67 nC, the charge at s = L, the drive gives at ωt = π/2

I = ωQ_m/2 = π × 13.56×10⁶ s⁻¹ × 49.67 nC = 2.12 A.

At this moment s = 3.80 mm and V = 240 V. Differentiating V(t) numerically and multiplying by ε₀A/s also gives 2.12 A.

The expression d(CV)/dt contains a further term:

d(CV)/dt = C dV/dt + V dC/dt = I − (CV/s) ds/dt.

The edge speed follows from dQ/dt = eA n(s) ds/dt. Here n(s) = 3.28×10⁹ cm⁻³, so ds/dt = 1.34×10⁷ cm/s. With C = 70.0 pF the further term is −0.59 A, and d(CV)/dt = 1.52 A. This is not the current, because CV is not the charge: Q is V times the larger capacitance ε₀A/⟨x⟩.

**(g) Change one assumption at a time. First let the field at the edge have a fixed value F_s > 0. Then restore F_s = 0, but let the ions follow slow changes of the voltage.**

*Fixed edge field.* The integration in (a) now gives F(x) = F_s + (e/ε₀)∫ₓˢ n dx′. Charge and voltage across 0 < x < s become

Q = ε₀A F_s + eA ∫₀ˢ n dx,

V = F_s s + (e/ε₀) ∫₀ˢ x n dx.

Differentiation with respect to s, at constant F_s, gives dQ/ds = eA n(s) and dV/ds = F_s + (e/ε₀) s n(s). Their quotient is

dV/dQ = s/(ε₀A) + F_s/(eA n(s)).

The density at the edge no longer cancels. The capacitance is that of plates at the larger distance s + ε₀F_s/(e n(s)). For the profile in (e) at s = 4 mm, where n(s) = 3.6×10⁹ cm⁻³, an illustrative F_s = 0.20 kV/cm adds 0.31 mm and lowers dQ/dV from 66.4 to 61.7 pF.

*Ions that follow.* Let cold ions of mass M start from rest at the edge and fall to the electrode without collisions. Their current density J is held fixed, and V changes slowly compared with their transit time. Let y = s − x be the distance from the edge and u(y) the potential drop from the edge. The ion speed is (2eu/M)^(1/2), and a steady current requires n = J/[e(2eu/M)^(1/2)]. Since F = du/dy, Gauss's law reads

d²u/dy² = e n/ε₀ = K u^(−1/2), with K = J/[ε₀(2e/M)^(1/2)].

Multiply by du/dy and integrate from the edge, where u and du/dy are zero:

½(du/dy)² = 2K u^(1/2), hence du/dy = 2K^(1/2) u^(1/4).

Separate the variables and integrate from y = 0 to y = s, where u = V:

(4/3)V^(3/4) = 2K^(1/2) s, hence V^(3/4) = (3/2)K^(1/2) s.

This is Child's law. The charge is Q = ε₀A (du/dy) at y = s, that is, Q = 2ε₀A K^(1/2) V^(1/4). Its derivative is

dQ/dV = ½ε₀A K^(1/2) V^(−3/4) = ε₀A/(3s),

where the last step inserts V^(3/4). The result is a third of the frozen-ion value. In this flow n is proportional to (s − x)^(−2/3), so at a fixed position x the density falls when s grows. Raising V removes positive charge from the interior while adding it near the edge, and the net charge gained is small. A numerical integration for argon ions, at s = 4 mm and V = 264 V, gave 0.334 times ε₀A/s. The ions entered with 10⁻⁴ eV instead of from rest, and J was 2.3 A/m², the ion current of (h) divided by A. The factor 1/3 belongs to entry from rest. For ions entering with kT_e/2 = 1.5 eV at the same J and s, V is 228 V and the ratio is 0.39.

The frozen-ion law therefore belongs to changes too fast for the ion density to follow, such as those within a cycle at 13.56 MHz in this example. It does not describe a slow change of the drive amplitude, during which the ion profile rearranges itself.

**(h) How well does the model suit a real reactor?**

The parameters in (e) and (f) were chosen for the regime of a low-pressure argon capacitively coupled etch reactor, with an electron temperature of 3 eV. Plasma densities of roughly 10⁹ to 10¹¹ cm⁻³, sheaths of some millimetres and voltages of some hundred volts are typical there, so none of the values is unusual. The shape of n(x) is a round choice, not a computed discharge profile. Ion collisions in the sheath enter the law only through n(x), and the law holds for any allowed n(x). Electron collisions also give the plasma a resistive field, which assumption 3 neglects.

One simplification is the sharp edge. The Debye length at s = 4 mm is 0.215 mm, about 5 % of s. To size the effect, Poisson's equation was solved with the same ions and with electrons in Boltzmann equilibrium, out to x = 7 mm, where the plasma was taken as neutral. At the same total voltage of 289.5 V, dQ/dV is 67.1 pF, which is 1.1 % above the sharp-edge value. The excess depends on where the plasma is cut off: it runs from 1.0 % at 5.5 mm to 1.4 % at 12 mm. An equivalent edge can be defined by requiring that the ion charge up to it equal the net space charge. It lies at 3.96 mm, and ε₀A divided by this distance is 67.0 pF. With the thickness defined in this way, the plate formula is within 0.2 % of the computed capacitance for the 7 mm cut-off, and within about 0.3 % for cut-offs up to 12 mm. The estimate does not cover the part of the cycle in which the edge comes within a few Debye lengths of the electrode. That part is not small: at the density n_w the Debye length is 0.64 mm, and under the drive in (f) the edge is below 2 mm for nearly a quarter of the cycle.

The ions are not quite frozen. In a field oscillating with amplitude F₁, a free ion reaches the velocity amplitude eF₁/(Mω). The resulting ion current density, divided by the displacement current density ε₀ωF₁, is

e²n/(ε₀Mω²) = (ω_pi/ω)²,

where ω_pi is the ion plasma frequency. Averaged over the 4 mm sheath this is 0.9 %. The ion displacement at the electrode has an amplitude of 0.03 mm under the drive in (f). These estimates leave out the steady ion drift. In drifting ions, small velocity changes add up along the path and bunch the density, so the density can vary by more than this ratio suggests. Ions that enter at x = L with the speed (kT_e/M)^(1/2) and move without collisions in the field of (f) show a density modulation of 6 to 7 % between x = 0 and 4 mm, while their oscillating current stays near 0.4 % of the displacement current amplitude. The ratio of the currents grows as 1/ω²: with the same profile, a drive at a tenth of the frequency would bring it to 88 %, and the ions could no longer be called frozen.

At s = 4 mm electron inertia is a smaller matter, for the electron plasma frequency at the edge is 539 MHz, forty times the drive frequency. Closer to the electrode the density at the edge is lower, and this margin shrinks. The steady ion current, estimated as eA times the density at x = L times the speed (kT_e/M)^(1/2), is 0.070 A, or 3.3 % of the displacement current amplitude. It flows in parallel with the displacement current and must be added to the total, but it does not alter dQ/dV. Electrons reach the electrode in a short pulse while the edge is close to it, and in a capacitively coupled reactor this pulse cancels the ion current on average over the cycle. The model leaves the pulse out. Finally, a circular electrode of this area has a radius of 9.8 cm, and s is 4 % of it. The planar model leaves out what happens at the rim. A strip of width s along the rim holds about 8 % of the area, so the correction need not be as small as 4 %.

The numerical output below lists the main values used here.

Computed results

```
electrode area: 300 cm^2
n_w: 4.00e+08 cm^-3
n_1: 5.00e+09 cm^-3
L: 5.0 mm
drive frequency: 13.56 MHz
electron temperature: 3.0 eV
ion mass: 40 u
rising profile: s (mm), V (V), Q (nC), dQ/dV numerical (pF), eps0 A/s (pF)
  2  29.0  6.41  132.81  132.81
  3  105.9  14.42  88.54  88.54
  4  289.5  28.20  66.41  66.41
  5  655.9  49.67  53.13  53.13
uniform profile density: 3.00e+09 cm^-3
uniform, s = 4 mm: V = 434.3 V, Q = 57.68 nC
uniform, same s: dQ/dV = 66.41 pF
rising profile, details at s = 4 mm:
ion density at edge: 3.60e+09 cm^-3
ion column: 5.867e+08 cm^-2
field at electrode: 1.062 kV/cm
mean ion position: 2.727 mm
chord capacitance Q/V: 97.40 pF
gap 2 to 3 mm, eps0 A/(dQ/dV) below: 1.995 mm
gap 2 to 3 mm, eps0 A/(dQ/dV) above: 3.005 mm
edge field in test: 0.20 kV/cm
dQ/dV with that edge field: 61.67 pF
drive at quarter period: s = 3.797 mm, V = 240.1 V
current dQ/dt: 2.116 A
current C dV/dt: 2.116 A
wrong current d(CV)/dt: 1.522 A
following ions, V at s = 4 mm: 264.4 V
following ions, dQ/dV over eps0 A/s: 0.3337
Debye length at edge: 0.215 mm
warm electrons, dQ/dV at same V: 67.14 pF
warm over sharp capacitance, minus 1: 1.11 %
warm electrons, equivalent edge: 3.963 mm
eps0 A/(equivalent edge): 67.02 pF
mean (ion plasma freq./drive freq.)^2: 0.88 %
ion jitter amplitude at electrode: 0.0311 mm
electron plasma frequency at edge: 539 MHz
ion conduction current: 0.070 A
ion current over displacement amplitude: 3.3 %
s over electrode radius: 4.1 %
```
